# The Barrier Height Where Slonczewski's Spin Polarization Changes Sign

## Problem

A ferromagnetic electrode is described by free electrons with Fermi wavevectors $k_\uparrow=1.1$ Å⁻¹ for majority spin and $k_\downarrow=0.4$ Å⁻¹ for minority spin. Electrons tunnel out of it through a rectangular barrier of thickness $d$ and height $V$, measured from the Fermi level. The mass is the free-electron mass $m$ everywhere. Bias and temperature are zero, and tunneling conserves energy, spin and the wavevector parallel to the interfaces.

The effective polarization $P$ is the difference between majority and minority transmission into a nonmagnetic counter-electrode, divided by their sum, in the limit of a thick barrier. At what height $V_0$ does $P$ change sign? How does a finite thickness alter the answer?

## First estimate by scaling

At the Fermi level the wave decays in the barrier as $e^{-\kappa x}$, with

$$\frac{\hbar^2\kappa^2}{2m}=V .$$

Both spins have the same $\kappa$, so in a thick barrier they differ only in how well they enter it. Compare the density just inside the barrier for equal incident flux. An incident wave of unit amplitude carries a flux proportional to $k$.

- For a high barrier, $\kappa\gg k$, the wave nearly vanishes at the wall. Its slope there is of order $k$, so its amplitude is of order $k/\kappa$. The density per unit flux scales as $(k/\kappa)^2/k=k/\kappa^2$, which favors the larger wavevector, hence majority spin.
- For a low barrier, $\kappa\ll k$, the amplitude at the wall is of order one. The density per unit flux scales as $1/k$, which favors minority spin.

The preference must reverse when $\kappa$ is comparable to the Fermi wavevectors. The simplest representative value is their arithmetic mean, $\kappa\approx0.75$ Å⁻¹. With $\hbar^2/2m=3.810$ eV Å²,

$$V_{\rm est}=3.810\times0.75^2\ \text{eV}\approx2.14\ \text{eV}.$$

Scaling does not say which mean is the right one. Taking $\kappa=k_\downarrow$ or $\kappa=k_\uparrow$ instead would give 0.61 or 4.61 eV, so the estimate fixes little more than the order of magnitude.

## Exact solution

### Transmission at normal incidence

Let an electron pass from wavevector $k_1$ to wavevector $k_2$. The wavefunction is

$$\psi=\begin{cases}e^{ik_1x}+re^{-ik_1x}, & x<0\\ ae^{-\kappa x}+be^{\kappa x}, & 0<x<d\\ te^{ik_2(x-d)}, & x>d.\end{cases}$$

Since the mass is uniform, $\psi$ and $\psi'$ are continuous. At $x=d$ this means

$$ae^{-\kappa d}+be^{\kappa d}=t,\qquad -ae^{-\kappa d}+be^{\kappa d}=\frac{ik_2}{\kappa}t .$$

Half the difference and half the sum give

$$a=\frac t2\Big(1-\frac{ik_2}{\kappa}\Big)e^{\kappa d},\qquad b=\frac t2\Big(1+\frac{ik_2}{\kappa}\Big)e^{-\kappa d}.$$

At $x=0$ the conditions are $1+r=a+b$ and $ik_1(1-r)=\kappa(b-a)$. The second is $1-r=i(\kappa/k_1)(a-b)$. Adding removes $r$:

$$2=(a+b)+\frac{i\kappa}{k_1}(a-b).$$

From the expressions for $a$ and $b$,

$$a+b=t\Big[\cosh\kappa d-\frac{ik_2}{\kappa}\sinh\kappa d\Big],\qquad a-b=t\Big[\sinh\kappa d-\frac{ik_2}{\kappa}\cosh\kappa d\Big].$$

Inserting these and collecting terms,

$$2=\frac{t}{k_1\kappa}\Big[\kappa(k_1+k_2)\cosh\kappa d+i(\kappa^2-k_1k_2)\sinh\kappa d\Big].$$

The transmission probability is the flux ratio $T=(k_2/k_1)|t|^2$. Using $\cosh^2=1+\sinh^2$ and

$$\kappa^2(k_1+k_2)^2+(\kappa^2-k_1k_2)^2=(\kappa^2+k_1^2)(\kappa^2+k_2^2),$$

we obtain

$$T=\frac{4k_1k_2\kappa^2}{\kappa^2(k_1+k_2)^2+(\kappa^2+k_1^2)(\kappa^2+k_2^2)\sinh^2\kappa d}.$$

For $\kappa d\gg1$, $\sinh^2\kappa d\to e^{2\kappa d}/4$ and the first term in the denominator is negligible. The result factorizes:

$$T\to D(k_1)D(k_2)e^{-2\kappa d},\qquad D(k)=\frac{4\kappa k}{\kappa^2+k^2}.$$

Each interface contributes its own factor $D$. In a thick barrier, electrons with a transverse wavevector decay faster, so to leading order in $1/d$ the current is governed by normal incidence.

### The polarization and its zero

The counter-electrode factor and the exponential are common to both spins and cancel in $P$. With $D_\sigma=D(k_\sigma)$,

$$P=\frac{D_\uparrow-D_\downarrow}{D_\uparrow+D_\downarrow}
=\frac{k_\uparrow(\kappa^2+k_\downarrow^2)-k_\downarrow(\kappa^2+k_\uparrow^2)}{k_\uparrow(\kappa^2+k_\downarrow^2)+k_\downarrow(\kappa^2+k_\uparrow^2)} .$$

The numerator is $\kappa^2(k_\uparrow-k_\downarrow)-k_\uparrow k_\downarrow(k_\uparrow-k_\downarrow)$. The denominator is $\kappa^2(k_\uparrow+k_\downarrow)+k_\uparrow k_\downarrow(k_\uparrow+k_\downarrow)$. Hence

$$P=\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}\;\frac{\kappa^2-k_\uparrow k_\downarrow}{\kappa^2+k_\uparrow k_\downarrow},$$

which is Slonczewski's effective polarization. Because $\kappa^2$ is proportional to $V$, it can be written as

$$P=\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}\;\frac{V-V_0}{V+V_0},\qquad V_0=\frac{\hbar^2k_\uparrow k_\downarrow}{2m}.$$

The numerator is linear in $V$, so $P$ crosses zero once, from negative to positive. Numerically,

$$V_0=3.810\times1.1\times0.4\ \text{eV}=1.676\ \text{eV}=2.686\times10^{-19}\ \text{J}.$$

This height is measured from the Fermi level. From the bottom of the majority band, which lies 4.610 eV lower, the barrier top is at 6.286 eV.

At $V_0$ the decay constant is $\kappa=0.6633$ Å⁻¹, and both interface factors equal 1.769. At $V=1.0$ eV the polarization is $-0.118$; at 4.0 eV it is $+0.191$. For $V\gg V_0$ it tends to $(k_\uparrow-k_\downarrow)/(k_\uparrow+k_\downarrow)=0.467$. For $V\ll V_0$ the thick-barrier formula tends to the opposite value, $-0.467$.

## Comparison of estimate and solution

The estimate used the square of the arithmetic mean of the wavevectors, where the solution has the square of their geometric mean. The difference is

$$\Big(\frac{k_\uparrow+k_\downarrow}{2}\Big)^2-k_\uparrow k_\downarrow=\frac{(k_\uparrow-k_\downarrow)^2}{4}=0.1225\ \text{Å}^{-2},$$

or 0.47 eV. The estimate is therefore 28% above $V_0$. It would improve for a weaker ferromagnet, since its error is quadratic in $k_\uparrow-k_\downarrow$.

The geometric mean comes from a symmetry of the interface factor. Dividing numerator and denominator by $\kappa k$ gives

$$D(k)=\frac{4}{\kappa/k+k/\kappa},$$

which is unchanged when $k$ is replaced by $\kappa^2/k$ and has its maximum, 2, at $k=\kappa$. Two different wavevectors have equal factors when $k_\downarrow=\kappa^2/k_\uparrow$. At $V_0$ the minority wavevector thus lies below the maximum and the majority wavevector above it, at equal ratios to $\kappa$. The scaling laws lead to the same condition if their numerical prefactors are equal: equating the high-barrier form $k_\downarrow/\kappa^2$ for minority spin with the low-barrier form $1/k_\uparrow$ for majority spin also gives $\kappa^2=k_\uparrow k_\downarrow$. The symmetry guarantees equal prefactors, so this joining of two limiting forms gives the correct zero.

## Magnetoresistance in the thick-barrier limit

Let the counter-electrode now be a ferromagnet with interface factors $D'_\uparrow,D'_\downarrow$ and polarization $P'$, its magnetization turned by an angle $\theta$. In a thick barrier the wave reaching the second interface keeps its spin state. Projected on the new axis, it has probability $(1+\cos\theta)/2$ for the like-named spin and $(1-\cos\theta)/2$ for the other. The total transmission, divided by $e^{-2\kappa d}$, is

$$\frac{1+\cos\theta}{2}(D_\uparrow D'_\uparrow+D_\downarrow D'_\downarrow)+\frac{1-\cos\theta}{2}(D_\uparrow D'_\downarrow+D_\downarrow D'_\uparrow).$$

The terms without $\cos\theta$ combine to $\tfrac12(D_\uparrow+D_\downarrow)(D'_\uparrow+D'_\downarrow)$, and those with it to $\tfrac12\cos\theta\,(D_\uparrow-D_\downarrow)(D'_\uparrow-D'_\downarrow)$. The conductance is therefore proportional to $1+PP'\cos\theta$. With $G_P$ at $\theta=0$ and $G_{AP}$ at $\theta=\pi$,

$$\text{TMR}=\frac{G_P-G_{AP}}{G_{AP}}=\frac{2PP'}{1-PP'} .$$

For identical electrodes $PP'=P^2$. In the thick-barrier limit the TMR then touches zero at $V_0$ but does not change sign: it is $+0.35\%$ at 1.4 eV and $+0.34\%$ at 2.0 eV.

A second electrode with wavevectors 1.3 and 0.7 Å⁻¹ makes the sign change visible. Its polarization is negative at both heights, $-0.127$ and $-0.081$, while $P$ goes from $-0.042$ to $+0.041$. At 1.4 eV,

$$\text{TMR}=\frac{2(-0.0419)(-0.1274)}{1-(-0.0419)(-0.1274)}\approx+1.07\%,$$

and at 2.0 eV it is $-0.66\%$. The TMR is positive below $V_0$ here because both polarizations are negative. Its sign alone does not reveal the sign of $P$.

## Finite thickness

Return to the nonmagnetic counter-electrode and include a transverse wavevector $q$. It replaces $k_\sigma^2$ by $k_\sigma^2-q^2$ and $\kappa^2$ by $\kappa^2+q^2$. For $q<k_\downarrow$, where both spin channels are open, the sign of $D_\uparrow-D_\downarrow$ is then that of

$$f(q)=\kappa^2+q^2-\sqrt{(k_\uparrow^2-q^2)(k_\downarrow^2-q^2)} .$$

To first order in $q^2$ the square root is $k_\uparrow k_\downarrow-q^2(k_\uparrow^2+k_\downarrow^2)/(2k_\uparrow k_\downarrow)$, so

$$f(q)\approx\kappa^2-k_\uparrow k_\downarrow+q^2\,\frac{(k_\uparrow+k_\downarrow)^2}{2k_\uparrow k_\downarrow}.$$

The last term is positive: oblique electrons favor majority spin, and the barrier must be lowered to restore the balance.

Since $\sqrt{\kappa^2+q^2}\approx\kappa+q^2/2\kappa$, the exponential weights each $q$ by $e^{-q^2d/\kappa}$. With $u=q^2$ and $q\,dq=du/2$,

$$\langle q^2\rangle=\frac{\int_0^\infty u\,e^{-ud/\kappa}\,du}{\int_0^\infty e^{-ud/\kappa}\,du}=\frac{\kappa}{d}.$$

The remaining factors in the transmission vary smoothly with $q^2$. Near the zero they multiply an $f$ that is itself of order $1/d$, so their variation enters at order $1/d^2$. Setting $\langle f\rangle=0$, with $\kappa=\sqrt{k_\uparrow k_\downarrow}$ in the small term, gives the shift of the zero:

$$\delta V\approx-\frac{\hbar^2}{2m}\,\frac{(k_\uparrow+k_\downarrow)^2}{2d\sqrt{k_\uparrow k_\downarrow}}=-\frac{3.810\times2.25}{2\times0.6633\,d}\approx-\frac{6.46\ \text{eV Å}}{d}.$$

The counter-electrode has dropped out at this order. Numerical tests on barriers 1000 and 2000 Å thick, with two different counter-electrodes, confirm the coefficient and a remainder that falls roughly as $1/d$ relative to it.

For a counter-electrode wavevector of 1.2 Å⁻¹, summing the full transmission over $q$ places the zero as follows:

| $d$ (Å) | summed over $q$ (eV) | first order (eV) |
|---|---|---|
| 10 | 0.878 | 1.030 |
| 20 | 1.295 | 1.353 |
| 40 | 1.503 | 1.515 |

At 10 Å the zero lies at about half of $V_0$. The expansion is then poor, because it requires the weight to be small before the minority channel closes at $q=k_\downarrow$, that is $k_\downarrow^2d/\kappa\gg1$. With $\kappa$ taken at $V_0$, this ratio is only 2.4.

The slow $1/d$ approach comes from the spread in $q$. At normal incidence alone, the neglected terms are of relative order $e^{-2\kappa d}$, and direct wave matching at 15 Å already puts the zero at 1.676 eV. The answer $V_0=1.68$ eV is thus the thick-barrier value of this model; for barriers one or two nanometers thick, the sum over $q$ is needed to locate the sign change. At such thicknesses the counter-electrode matters again: at 10 Å the zero moves from 1.04 to 0.87 eV as its wavevector goes from 0.5 to 2.0 Å⁻¹. For 1.2 Å⁻¹ and a barrier of 3 or 4 Å the polarization stays positive at all heights between 0.002 and 5 eV. All these values assume one parabolic band per spin and the free-electron mass inside the barrier; they describe the model, not a particular junction.

The magnetoresistance values given earlier are thick-barrier values too. With the transmission summed over $q$ at 20 Å, identical electrodes have a TMR of about 2.6% at $V_0$ instead of zero. Part of this comes from the downward shift of the balance point. The rest remains when the height is retuned, because the two spins cannot balance at every $q$ at once: the TMR no longer touches zero, and its minimum is about 1.4%, near 1.26 eV. The pair of different ferromagnets gives about $-0.17\%$ at 1.4 eV instead of $+1.07\%$, so even the sign can differ from the thick-barrier result.

## Computed values

```
hbar^2/(2m)                        = 3.80998 eV angstrom^2
majority Fermi wavevector          = 1.10 1/angstrom
minority Fermi wavevector          = 0.40 1/angstrom
product of the wavevectors         = 0.440 1/angstrom^2
decay constant at the zero         = 0.6633 1/angstrom
barrier height at the zero, V0     = 1.6764 eV
V0 in joule                        = 2.6859e-19 J
zero from wave matching, d=15 A    = 1.6764 eV
majority band bottom below E_F     = 4.610 eV
minority band bottom below E_F     = 0.610 eV
barrier top above majority bottom  = 6.286 eV
wavevector polarization P_k        = 0.4667
majority interface factor at V0    = 1.7689
minority interface factor at V0    = 1.7689
V = 1.0 eV: P formula, matching    = -0.1179, -0.1179
V = 1.5 eV: P formula, matching    = -0.0259, -0.0259
V = 2.0 eV: P formula, matching    = +0.0411, +0.0411
V = 4.0 eV: P formula, matching    = +0.1910, +0.1910
second ferromagnet wavevectors     = 1.3, 0.7 1/angstrom
V = 1.4 eV: P, P' (second magnet)  = -0.0419, -0.1274
V = 1.4 eV: TMR, different magnets = +1.074 %
V = 1.4 eV: TMR, identical magnets = +0.352 %
V = 2.0 eV: P, P' (second magnet)  = +0.0411, -0.0805
V = 2.0 eV: TMR, different magnets = -0.659 %
V = 2.0 eV: TMR, identical magnets = +0.338 %
first-order shift times thickness  = -6.462 eV angstrom
nonmagnetic counter-electrode k    = 1.20 1/angstrom
d = 10 A: zero summed over q       = 0.878 eV
d = 10 A: first-order estimate     = 1.030 eV
d = 20 A: zero summed over q       = 1.295 eV
d = 20 A: first-order estimate     = 1.353 eV
d = 40 A: zero summed over q       = 1.503 eV
d = 40 A: first-order estimate     = 1.515 eV
```
